# Debugging a numerical check: The Stoof-Nazarov current through a serial double quantum dot

```python
# Stoof-Nazarov current through a serial double dot (spinless, at most one extra
# electron, large bias, hbar=1, energies and rates in micro-eV):
#   I/e = GR t^2 / (eps^2 + t^2 (2 + GR/GL) + GR^2/4)
# eps: detuning E_L-E_R, t: interdot tunnelling, GL/GR: lead rates, U: interdot
# charging energy, muL/muR: chemical potentials from the mean level, kT: temperature.
# With Fermi-edge leads eps -> eps + deps,
#   deps = GL/(2pi) ln(muL/(U-muL)) - GR/(2pi) ln(|muR|/(U-muR)).
import numpy as np, sympy as sp, scipy.sparse as ss
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import psi, expit
from scipy.constants import e, hbar, k as kB

t, GL, GR = 5.0, 2.0, 4.0
muL, muR, U, kT = 250.0, -250.0, 1000.0, 5.0
rate = 1e-6*e/hbar            # 1/s per micro-eV
nA, ns = e*rate*1e9, 1e9/rate
grid = [-10.0, 0.0, 10.0, 20.0]

def sn(eps, gl=GL, gr=GR): return gr*t**2/(eps**2 + t**2*(2+gr/gl) + gr**2/4)
def free(eps):
    g = GL+GR
    return t**2*g/(eps**2 + g**2/4 + t**2*g**2/(GL*GR))
def sup(A, B): return ss.kron(ss.csr_matrix(A), ss.csr_matrix(B.T), format='csr')
def lindblad(H, jumps):
    I = np.eye(len(H)); L = -1j*(sup(H, I)-sup(I, H))
    for J in jumps:
        K = J.conj().T@J
        L = L + sup(J, J.conj().T) - 0.5*sup(K, I) - 0.5*sup(I, K)
    return L
def steady(L, N):             # steady state in the charge-diagonal block
    N = np.rint(np.real(N)); d = len(N)
    idx = np.flatnonzero((N[:, None] == N[None, :]).ravel())
    A = ss.csr_matrix(L)[idx][:, idx].toarray().astype(complex)
    A[0] = np.eye(d).ravel()[idx]
    b = np.zeros(len(idx), complex); b[0] = 1
    r = np.zeros(d*d, complex); r[idx] = np.linalg.solve(A, b)
    return r.reshape(d, d)
def kb(i, j, d):
    M = np.zeros((d, d)); M[i, j] = 1
    return M
def fermions(n):              # Jordan-Wigner annihilators
    out = []
    for i in range(n):
        M = np.eye(1)
        for j in range(n):
            M = np.kron(M, np.diag([1., -1.]) if j < i else (kb(0, 1, 2) if j == i else np.eye(2)))
        out.append(M)
    return out

# symbolic steady state, basis 0,L,R
se, st, sl, sr = sp.symbols('e t l r', positive=True)
x = sp.symbols('p0 pL pR cLR cRL')
rho = sp.Matrix([[x[0], 0, 0], [0, x[1], x[3]], [0, x[4], x[2]]])
Hs = sp.Matrix([[0, 0, 0], [0, se/2, st], [0, st, -se/2]])
dr = -sp.I*(Hs*rho-rho*Hs)
for g, J in ((sl, sp.Matrix(3, 3, lambda i, j: int((i, j) == (1, 0)))),
             (sr, sp.Matrix(3, 3, lambda i, j: int((i, j) == (0, 2))))):
    dr += g*(J*rho*J.T - (J.T*J*rho + rho*J.T*J)/2)
assert dr[0, 1] == 0 and dr[0, 2] == 0
sol = sp.solve([rho.trace()-1, dr[1, 1], dr[2, 2], dr[1, 2], dr[2, 1]], x, dict=True)[0]
assert sp.simplify(sr*sol[x[2]] - sr*st**2/(se**2+st**2*(2+sr/sl)+sr**2/4)) == 0
assert sp.simplify(sol[x[3]] - sp.I*st*(sol[x[1]]-sol[x[2]])/(sr/2+sp.I*se)) == 0

def three(eps, gr=GR, deph=0.0):
    sz = np.diag([0., 1., -1.])
    H = eps/2*sz + t*(kb(1, 2, 3)+kb(2, 1, 3))
    return steady(lindblad(H, [GL**.5*kb(1, 0, 3), gr**.5*kb(0, 2, 3), (deph/2)**.5*sz]), [0, 1, 1])
def cur3(eps, gr=GR, deph=0.0): return gr*three(eps, gr, deph)[2, 2].real
def spinful(eps):             # basis 0, Lup, Ldn, Rup, Rdn
    H = np.diag([0, 1, 1, -1, -1])*eps/2 + t*(kb(1, 3, 5)+kb(3, 1, 5)+kb(2, 4, 5)+kb(4, 2, 5))
    r = steady(lindblad(H, [GL**.5*kb(1, 0, 5), GL**.5*kb(2, 0, 5),
                            GR**.5*kb(0, 3, 5), GR**.5*kb(0, 4, 5)]), [0, 1, 1, 1, 1])
    return GR*(r[3, 3]+r[4, 4]).real
def secular(eps):             # rate equation between 0 and the molecular states
    w = np.linalg.eigh(np.array([[eps/2, t], [t, -eps/2]]))[1]**2
    M = np.zeros((3, 3)); M[1:, 0] = GL*w[0]; M[0, 1:] = GR*w[1]
    M -= np.diag(M.sum(0)); M[0] = 1
    return GR*w[1]@np.linalg.solve(M, [1, 0, 0])[1:]
def dwell(eps):               # no-jump evolution started in L
    lam, V = np.linalg.eig(np.array([[eps/2, t], [t, -eps/2-0.5j*GR]]))
    s = np.linspace(0, 20/np.abs(lam.imag).min(), 200001)
    amp = V@(np.linalg.solve(V, [1, 0])[:, None]*np.exp(-1j*lam[:, None]*s))
    return simpson(np.abs(amp)**2, x=s, axis=1)
gam = 3.0
for eps in grid:
    W = t**2*GR/(eps**2+GR**2/4); tl, tr = dwell(eps)
    assert abs(tr*GR-1) < 1e-7 and abs(tl/(1/W+1/GR)-1) < 1e-7
    assert abs(sn(eps)*(1/GL+tl+tr)-1) < 1e-7
    assert abs(spinful(eps)/sn(eps, gl=2*GL)-1) < 1e-10
    assert abs(secular(eps)*(eps**2+t**2*(2+GR/GL))/(GR*t**2)-1) < 1e-10
    g2 = GR/2+gam
    assert abs(cur3(eps, deph=gam)*(1/GL+2/GR+(eps**2+g2**2)/(2*t**2*g2))-1) < 1e-10
hw = brentq(lambda y: cur3(y)-cur3(0.0)/2, 0.1, 100)
assert abs(hw-np.sqrt(t**2*(2+GR/GL)+GR**2/4)) < 1e-7
opt = {}
for eps in (0.0, 10.0):
    opt[eps] = minimize_scalar(lambda g: -cur3(eps, g), bounds=(1, 100), method='bounded',
                               options={'xatol': 1e-8}).x
    assert abs(opt[eps]/(2*np.sqrt(eps**2+2*t**2))-1) < 1e-4

def landauer(eps, B=None):    # U=0, left band filled, right band empty
    def T(w):
        s = -0.5j if B is None else 0.5*B/(w+1j*B)
        G = t/((w-eps/2-GL*s)*(w+eps/2-GR*s)-t**2)
        return 4*GL*GR*s.imag**2*abs(G)**2/(2*np.pi)
    ed = [-np.inf, -100, -20, 0, 20, 100, np.inf]
    return sum(quad(T, a, b, epsabs=1e-13, epsrel=1e-11, limit=400)[0] for a, b in zip(ed, ed[1:]))
Dx, vx2, wx = 400.0, 800.0, 10.0   # extra left-lead mode: energy, coupling^2, half-width
def bands(eps, B, u, extra=None):  # Lorentzian bands as damped auxiliary modes
    c = fermions(5 if extra else 4); aL, dL, dR, aR = c[:4]
    hop = lambda a, b: a.T@b + b.T@a
    H = (eps/2*(dL.T@dL-dR.T@dR) + t*hop(dL, dR) + u*dL.T@dL@dR.T@dR
         + (GL*B/2)**.5*hop(aL, dL) + (GR*B/2)**.5*hop(aR, dR))
    J = [(2*B)**.5*aL.T, (2*B)**.5*aR]
    if extra:
        H = H + Dx*c[4].T@c[4] + vx2**.5*hop(c[4], dL)
        J.append((2*wx)**.5*(c[4] if extra == 'empty' else c[4].T))
    r = steady(lindblad(H, J), np.diag(sum(a.T@a for a in c)))
    return 2*B*np.trace(aR.T@aR@r).real
for eps in grid:
    assert abs(landauer(eps)/free(eps)-1) < 1e-7
    assert abs(bands(eps, 20.0, 0.0)/landauer(eps, 20.0)-1) < 1e-7
eb = {B: max(abs(bands(y, B, 1e4*B)/sn(y)-1) for y in grid) for B in (200.0, 800.0)}
assert eb[800.0] < 0.02 and eb[800.0] < 0.4*eb[200.0]
def centre(u, extra):         # vertex of the parabola 1/I(eps)
    p = np.polyfit([-10, 0, 10], [1/bands(y, 800.0, u, extra) for y in (-10.0, 0.0, 10.0)], 2)
    return -p[1]/(2*p[0])
pred = vx2*Dx/(Dx**2+wx**2); big = 8e6
c_e = centre(big, 'empty')-centre(big, None)
c_f = centre(big, 'filled')-centre(big, None)
c_0 = centre(0.0, 'filled')-centre(0.0, None)
assert abs(c_e/pred-1) < 0.05 and abs(c_f) < 0.05*pred and abs(c_0/pred-1) < 0.05

def pv(fn, E, mu, D=1e6):     # principal value of int fn(w)/(E-w) over [-D,D]
    pts = [s*10.0**j for j in range(3, 7) for s in (-1, 1)] + [mu-150, mu, mu+150]
    ed = sorted(set([p for p in pts if abs(p-E) > 50] + [E-50, E+50]))
    tot = 0.0
    for a, b in zip(ed, ed[1:]):
        if a < E < b: tot -= quad(fn, a, b, weight='cauchy', wvar=E, epsabs=1e-11)[0]
        else: tot += quad(lambda w: fn(w)/(E-w), a, b, epsabs=1e-11, limit=200)[0]
    return tot
def repsi(E, mu): return psi(0.5+1j*(E-mu)/(2*np.pi*kT)).real
def deps(s=1.0):
    return GL/(2*np.pi)*np.log(muL/(U-muL)) - GR/(2*np.pi)*np.log(-muR/(U-muR))
dq = 0.0
for G, mu, sg in ((GL, muL, 1), (GR, muR, -1)):
    f = lambda w, mu=mu: expit(-(w-mu)/kT)
    for E in (0.0, U):
        assert abs(pv(f, E, mu) - (np.log((1e6+E)/(2*np.pi*kT))-repsi(E, mu))) < 1e-6
    dq += sg*G/(2*np.pi)*(pv(lambda w: 1-f(w), 0.0, mu) + pv(f, U, mu))
assert abs(dq-deps()) < 2e-3   # finite band edge and finite kT, each a few 1e-4

def redfield(eps, s):         # four states; bias and U both scaled by s
    dL, dR = fermions(2); I = np.eye(4)
    H = eps/2*(dL.T@dL-dR.T@dR) + t*(dL.T@dR+dR.T@dL) + s*U*dL.T@dL@dR.T@dR
    En, V = np.linalg.eigh(H); Eba = En[None, :]-En[:, None]
    L = -1j*(sup(H, I)-sup(I, H))
    for d, G, mu in ((dL, GL, s*muL), (dR, GR, s*muR)):
        de = V.T@d@V; f = expit(-(Eba-mu)/kT); sh = 1j*G/(2*np.pi)*repsi(Eba, mu)
        Lo = V@(de*(G*(1-f)/2+sh))@V.T
        Li = V@(de*(G*f/2+sh)).T@V.T
        for A, K in ((d.T, Lo), (d, Li)):
            Kd = K.conj().T
            L = L - sup(A@K, I) + sup(K, A) - sup(I, Kd@A.T) + sup(A.T, Kd)
    r = steady(L, np.diag(dL.T@dL+dR.T@dR))
    return 2*np.trace((dR.T@Lo - dR@Li)@r).real
er = {s: max(abs(redfield(y, s)/sn(y+deps())-1) for y in grid) for s in (1.0, 4.0)}
eu = {s: max(abs(redfield(y, s)/sn(y)-1) for y in grid) for s in (1.0, 4.0)}
assert er[1.0] < 0.015 and er[4.0] < 0.4*er[1.0]
assert eu[1.0] > 0.03 and eu[4.0] > 0.03

print(f"t, hbar*GL, hbar*GR = {t}, {GL}, {GR} ueV")
print(f"muL, muR, U, kT = {muL}, {muR}, {U}, {kT} ueV (T = {kT*1e-6*e/kB*1e3:.1f} mK)")
print(f"GL, GR = {GL*rate/1e9:.3f}, {GR*rate/1e9:.3f} 1/ns")
print(f"e*(1 ueV/hbar) = {nA:.4f} nA; e*GR = {GR*nA:.4f} nA")
print(f"t^2(2+GR/GL) = {t**2*(2+GR/GL):.1f} ueV^2; GR^2/4 = {GR**2/4:.1f} ueV^2")
print(f"HWHM = {hw:.3f} ueV; FWHM = {2*hw:.3f} ueV")
for eps in (0.0, 10.0):
    r = three(eps); tl, tr = dwell(eps)
    print(f"--- eps = {eps} ueV")
    print(f"W = {t**2*GR/(eps**2+GR**2/4):.4f} ueV")
    print(f"p0, pL, pR = {r[0,0].real:.4f}, {r[1,1].real:.4f}, {r[2,2].real:.4f}")
    print(f"rho_LR = {r[1,2].real:.4f} + {r[1,2].imag:.4f} i")
    print(f"times in 0, L, R = {ns/GL:.4f}, {tl*ns:.4f}, {tr*ns:.4f} ns; cycle {(1/GL+tl+tr)*ns:.4f} ns")
    print(f"I formula = {sn(eps)*nA:.4f} nA")
    print(f"I secular = {secular(eps)*nA:.4f} nA")
    print(f"I spin-degenerate = {spinful(eps)*nA:.4f} nA")
    print(f"I dephasing {gam} ueV = {cur3(eps, deph=gam)*nA:.4f} nA")
    print(f"I U=0 Landauer = {landauer(eps)*nA:.4f} nA")
    print(f"I Lorentzian bands B=800 ueV, blockade = {bands(eps, 800.0, big)*nA:.4f} nA")
    print(f"I Redfield Fermi leads = {redfield(eps, 1.0)*nA:.4f} nA; shifted formula = {sn(eps+deps())*nA:.4f} nA")
    print(f"optimal hbar*GR = {opt[eps]:.3f} ueV, I there = {cur3(eps, opt[eps])*nA:.4f} nA")
print("--- checks over eps = -10, 0, 10, 20 ueV")
print(f"max rel. error, bands B=200, 800 ueV: {eb[200.0]:.2e}, {eb[800.0]:.2e}")
print(f"extra mode: energy {Dx} ueV, v^2 {vx2} ueV^2, half-width {wx} ueV")
print(f"peak shift predicted = {pred:.3f} ueV")
print(f"peak shift: empty+blockade {c_e:.3f}, filled+blockade {c_f:.3f}, filled U=0 {c_0:.3f} ueV")
print(f"deps left, right parts = {GL/(2*np.pi)*np.log(muL/(U-muL)):.4f}, {-GR/(2*np.pi)*np.log(-muR/(U-muR)):.4f} ueV")
print(f"deps formula = {deps():.4f} ueV; quadrature = {dq:.4f} ueV")
print(f"Redfield vs shifted formula, scale 1, 4: {er[1.0]:.2e}, {er[4.0]:.2e}")
print(f"Redfield vs unshifted formula, scale 1, 4: {eu[1.0]:.2e}, {eu[4.0]:.2e}")
print("OK")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 125, in <module>
    assert eb[800.0] < 0.02 and eb[800.0] < 0.4*eb[200.0]
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The blockade was imposed by a finite U=10⁴B. A Lorentzian band has almost no states at energy U, so the doubly occupied state is filled at rate Γ_L B²/U² and emptied at the equally small rate Γ_R B²/U²; it keeps a population of about p_R Γ_L/Γ_R for any U, and by this estimate the peak current comes out roughly 11% low whatever B is. The doubly occupied state is now projected out of the auxiliary-mode model (U=∞ taken first), both in the convergence test and in the blockaded peak-shift tests. No tolerance changes, and one added test at finite U=100B checks this explanation against e/I = e/I_SN + Γ_L/Γ_R².

Diff:

```diff
@@ -108,8 +108,11 @@
     return sum(quad(T, a, b, epsabs=1e-13, epsrel=1e-11, limit=400)[0] for a, b in zip(ed, ed[1:]))
 Dx, vx2, wx = 400.0, 800.0, 10.0   # extra left-lead mode: energy, coupling^2, half-width
-def bands(eps, B, u, extra=None):  # Lorentzian bands as damped auxiliary modes
+def bands(eps, B, u, extra=None):
+    # Lorentzian bands of half-width B as damped auxiliary modes;
+    # u=None removes all states with both dots occupied (infinite charging energy)
     c = fermions(5 if extra else 4); aL, dL, dR, aR = c[:4]
     hop = lambda a, b: a.T@b + b.T@a
-    H = (eps/2*(dL.T@dL-dR.T@dR) + t*hop(dL, dR) + u*dL.T@dL@dR.T@dR
+    both = dL.T@dL@dR.T@dR
+    H = (eps/2*(dL.T@dL-dR.T@dR) + t*hop(dL, dR)
          + (GL*B/2)**.5*hop(aL, dL) + (GR*B/2)**.5*hop(aR, dR))
     J = [(2*B)**.5*aL.T, (2*B)**.5*aR]
@@ -117,17 +120,25 @@
         H = H + Dx*c[4].T@c[4] + vx2**.5*hop(c[4], dL)
         J.append((2*wx)**.5*(c[4] if extra == 'empty' else c[4].T))
-    r = steady(lindblad(H, J), np.diag(sum(a.T@a for a in c)))
-    return 2*B*np.trace(aR.T@aR@r).real
+    if u is None:
+        keep = np.flatnonzero(np.diag(both) < 0.5)
+    else:
+        keep = np.arange(len(H)); H = H + u*both
+    cut = lambda M: M[np.ix_(keep, keep)]
+    r = steady(lindblad(cut(H), [cut(j) for j in J]), np.diag(sum(a.T@a for a in c))[keep])
+    return 2*B*np.trace(cut(aR.T@aR)@r).real
 for eps in grid:
     assert abs(landauer(eps)/free(eps)-1) < 1e-7
     assert abs(bands(eps, 20.0, 0.0)/landauer(eps, 20.0)-1) < 1e-7
-eb = {B: max(abs(bands(y, B, 1e4*B)/sn(y)-1) for y in grid) for B in (200.0, 800.0)}
+eb = {B: max(abs(bands(y, B, None)/sn(y)-1) for y in grid) for B in (200.0, 800.0)}
 assert eb[800.0] < 0.02 and eb[800.0] < 0.4*eb[200.0]
+# finite u >> B: double occupancy fills at GL B^2/u^2 and empties at GR B^2/u^2
+meta, meta_pred = bands(0.0, 800.0, 8e4), 1/(1/sn(0.0)+GL/GR**2)
+assert abs(meta/meta_pred-1) < 0.02 and abs(meta/sn(0.0)-1) > 0.05
 def centre(u, extra):         # vertex of the parabola 1/I(eps)
     p = np.polyfit([-10, 0, 10], [1/bands(y, 800.0, u, extra) for y in (-10.0, 0.0, 10.0)], 2)
     return -p[1]/(2*p[0])
-pred = vx2*Dx/(Dx**2+wx**2); big = 8e6
-c_e = centre(big, 'empty')-centre(big, None)
-c_f = centre(big, 'filled')-centre(big, None)
+pred = vx2*Dx/(Dx**2+wx**2)
+c_e = centre(None, 'empty')-centre(None, None)
+c_f = centre(None, 'filled')-centre(None, None)
 c_0 = centre(0.0, 'filled')-centre(0.0, None)
 assert abs(c_e/pred-1) < 0.05 and abs(c_f) < 0.05*pred and abs(c_0/pred-1) < 0.05
@@ -142,5 +153,5 @@
     return tot
 def repsi(E, mu): return psi(0.5+1j*(E-mu)/(2*np.pi*kT)).real
-def deps(s=1.0):
+def deps():
     return GL/(2*np.pi)*np.log(muL/(U-muL)) - GR/(2*np.pi)*np.log(-muR/(U-muR))
 dq = 0.0
@@ -189,9 +200,10 @@
     print(f"I dephasing {gam} ueV = {cur3(eps, deph=gam)*nA:.4f} nA")
     print(f"I U=0 Landauer = {landauer(eps)*nA:.4f} nA")
-    print(f"I Lorentzian bands B=800 ueV, blockade = {bands(eps, 800.0, big)*nA:.4f} nA")
+    print(f"I Lorentzian bands B=800 ueV, LR projected out = {bands(eps, 800.0, None)*nA:.4f} nA")
     print(f"I Redfield Fermi leads = {redfield(eps, 1.0)*nA:.4f} nA; shifted formula = {sn(eps+deps())*nA:.4f} nA")
     print(f"optimal hbar*GR = {opt[eps]:.3f} ueV, I there = {cur3(eps, opt[eps])*nA:.4f} nA")
 print("--- checks over eps = -10, 0, 10, 20 ueV")
 print(f"max rel. error, bands B=200, 800 ueV: {eb[200.0]:.2e}, {eb[800.0]:.2e}")
+print(f"bands B=800, U=8e4 ueV, eps=0: I = {meta*nA:.4f} nA; metastable-LR estimate {meta_pred*nA:.4f} nA")
 print(f"extra mode: energy {Dx} ueV, v^2 {vx2} ueV^2, half-width {wx} ueV")
 print(f"peak shift predicted = {pred:.3f} ueV")
```

Output now:

```
t, hbar*GL, hbar*GR = 5.0, 2.0, 4.0 ueV
muL, muR, U, kT = 250.0, -250.0, 1000.0, 5.0 ueV (T = 58.0 mK)
GL, GR = 3.039, 6.077 1/ns
e*(1 ueV/hbar) = 0.2434 nA; e*GR = 0.9737 nA
t^2(2+GR/GL) = 100.0 ueV^2; GR^2/4 = 4.0 ueV^2
HWHM = 10.198 ueV; FWHM = 20.396 ueV
--- eps = 0.0 ueV
W = 25.0000 ueV
p0, pL, pR = 0.4808, 0.2788, 0.2404
rho_LR = 0.0000 + 0.0962 i
times in 0, L, R = 0.3291, 0.1909, 0.1646 ns; cycle 0.6845 ns
I formula = 0.2341 nA
I secular = 0.2434 nA
I spin-degenerate = 0.3081 nA
I dephasing 3.0 ueV = 0.2213 nA
I U=0 Landauer = 0.3005 nA
I Lorentzian bands B=800 ueV, LR projected out = 0.2342 nA
I Redfield Fermi leads = 0.2337 nA; shifted formula = 0.2330 nA
optimal hbar*GR = 14.142 ueV, I there = 0.3109 nA
--- eps = 10.0 ueV
W = 0.9615 ueV
p0, pL, pR = 0.2451, 0.6324, 0.1225
rho_LR = 0.2451 + 0.0490 i
times in 0, L, R = 0.3291, 0.8491, 0.1646 ns; cycle 1.3428 ns
I formula = 0.1193 nA
I secular = 0.1217 nA
I spin-degenerate = 0.1360 nA
I dephasing 3.0 ueV = 0.1623 nA
I U=0 Landauer = 0.1648 nA
I Lorentzian bands B=800 ueV, LR projected out = 0.1195 nA
I Redfield Fermi leads = 0.1119 nA; shifted formula = 0.1117 nA
optimal hbar*GR = 24.495 ueV, I there = 0.2459 nA
--- checks over eps = -10, 0, 10, 20 ueV
max rel. error, bands B=200, 800 ueV: 3.71e-03, 1.42e-03
bands B=800, U=8e4 ueV, eps=0: I = 0.2090 nA; metastable-LR estimate 0.2089 nA
extra mode: energy 400.0 ueV, v^2 800.0 ueV^2, half-width 10.0 ueV
peak shift predicted = 1.999 ueV
peak shift: empty+blockade 1.986, filled+blockade -0.001, filled U=0 1.989 ueV
deps left, right parts = -0.3497, 1.0246 ueV
deps formula = 0.6749 ueV; quadrature = 0.6748 ueV
Redfield vs shifted formula, scale 1, 4: 2.69e-03, 6.73e-04
Redfield vs unshifted formula, scale 1, 4: 7.08e-02, 6.89e-02
OK
```
